# Contact length needed to come within 10 percent of limiting resistance

**Question**

I have a flat metal contact on a thin doped semiconductor layer. The current arrives through the layer from one side only and goes up into the metal. I am asked how many transfer lengths $L_T$ the contact must have for its resistance to be within 10 percent of the value for an infinitely long contact.

My first idea was that the current in the layer dies away as $e^{-x/L_T}$, so 90 percent of it has gone into the metal after $\ln 10\approx2.3$ transfer lengths, and that should be the answer. Then I found a formula with a hyperbolic tangent in it, set $\tanh(L/L_T)=0.9$, and got 1.47. These disagree badly and I don't see which one answers the question, or why a contact could be good enough while so much current is still left in the layer. How should this be done, and what does it mean for a real contact in nanometres?

**Answer**

Neither number answers the question as worded. The first uses the current profile of an infinite contact, which is not the profile of a finite one. The second puts the 10 percent on the conductance instead of the resistance. Deriving the resistance from the start shows both points.

**The model**

Let the contact run from $x=0$, where the current enters, to $x=L$. Its width is $W$, equal to the width of the layer. The layer has sheet resistance $R_s$, the same under the contact as beside it, and is thin compared with $L_T$, so that one voltage $V(x)$ describes it at each $x$. The metal is at zero voltage everywhere. The interface is ohmic, with specific contact resistivity $\rho_c$: the current density into the metal is $V/\rho_c$.

Let $I(x)$ be the current still flowing in the layer, positive towards increasing $x$. A strip of length $dx$ has resistance $R_s\,dx/W$ along the layer, and its area towards the metal is $W\,dx$. Ohm's law and conservation of current then give

$$\frac{dV}{dx}=-\frac{R_s}{W}I,\qquad \frac{dI}{dx}=-\frac{W}{\rho_c}V .$$

Both signs are negative because the voltage falls in the direction of flow and the layer loses current to the metal. Differentiating the first equation and inserting the second,

$$\frac{d^2V}{dx^2}=-\frac{R_s}{W}\frac{dI}{dx}=\frac{R_s}{\rho_c}V=\frac{V}{L_T^2},\qquad L_T=\sqrt{\frac{\rho_c}{R_s}} .$$

**The finite contact has a returning term**

The general solution is

$$V(x)=A\,e^{-x/L_T}+B\,e^{x/L_T}.$$

The current follows from $I=-(W/R_s)\,dV/dx$:

$$I(x)=\frac{W}{R_sL_T}\left(A\,e^{-x/L_T}-B\,e^{x/L_T}\right).$$

In an infinite contact $B=0$, since the voltage must not grow without limit. This is the pure exponential in your first attempt. In a finite contact no current may leave the layer at the far edge, so $I(L)=0$, which requires

$$A\,e^{-L/L_T}=B\,e^{L/L_T}\quad\Rightarrow\quad B=A\,e^{-2L/L_T}.$$

Write $u=L/L_T$ and $q=e^{-2u}$, so that $B=qA$. The contact resistance is the voltage of the layer at the front edge, relative to the metal, divided by the total current:

$$R=\frac{V(0)}{I(0)}=\frac{A(1+q)}{\dfrac{W}{R_sL_T}A(1-q)}=\frac{R_sL_T}{W}\,\frac{1+q}{1-q}.$$

Multiplying numerator and denominator of the last fraction by $e^{u}$ turns it into $(e^u+e^{-u})/(e^u-e^{-u})=\coth u$. Hence

$$R=\frac{R_sL_T}{W}\coth\frac{L}{L_T},\qquad R_\infty=\frac{R_sL_T}{W},$$

where the second result follows from $q\to0$ as $L\to\infty$.

**The 10 percent condition**

Because $q>0$ for any finite length, $R$ lies above $R_\infty$. "Within 10 percent" therefore means $R\le1.1\,R_\infty$. At the limit of what is allowed,

$$\frac{1+q}{1-q}=1.1 .$$

Multiply out and collect the terms in $q$:

$$1+q=1.1-1.1q\quad\Rightarrow\quad 2.1\,q=0.1\quad\Rightarrow\quad q=\frac1{21}.$$

Since $q=e^{-2u}$,

$$u=\frac{L}{L_T}=\tfrac12\ln21\approx1.52 .$$

A longer contact has a smaller $q$. This lowers the numerator $1+q$ and raises the denominator $1-q$, so $R$ falls steadily with length and every longer contact also meets the condition.

As a test that does not use the hyperbolic solution, the contact can be replaced by a ladder of 4000 small resistor cells and solved with Kirchhoff's laws. Taking a ladder 20 transfer lengths long as the infinite contact, the 10 percent point falls at 1.5222 transfer lengths, against 1.5223 from the formula.

For a general permitted excess $p$, the same algebra gives $(2+p)q=p$, and so

$$\frac{L}{L_T}=\tfrac12\ln\left(1+\frac2p\right).$$

For $p=0.01$ this is 2.65. Going from 10 percent to 1 percent costs only about 1.1 further transfer lengths.

**What went wrong with 1.47 and 2.3**

Setting $\tanh u=0.9$ means $R_\infty/R=0.9$: the conductance has reached 90 percent of its limit. The resistance is then $R_\infty/0.9\approx1.11\,R_\infty$, slightly outside the permitted range. That is why 1.47 is a little too short.

The estimate of 2.3 goes wrong for a more physical reason. In an infinite contact, the fraction of current still in the layer at $x=1.52\,L_T$ is $e^{-u}=1/\sqrt{21}\approx0.22$. If you cut the contact there, that 22 percent is not lost. It enters the metal earlier, through the part that remains, at the price of a somewhat higher voltage. The price is set by $q=e^{-2u}$, the square of the leftover fraction. For small $q$,

$$\frac{R}{R_\infty}=\frac{1+q}{1-q}\approx1+2q=1+2e^{-2u},$$

so the excess resistance dies away twice as fast, in the exponent, as the current does.

The finite contact is also used more evenly than the exponential picture suggests. At the far edge both terms of $V$ are equal, so $V(L)=2Ae^{-u}$, and

$$\frac{V(L)}{V(0)}=\frac{2e^{-u}}{1+e^{-2u}}=\frac1{\cosh u}\approx0.42 .$$

The current density into the metal is proportional to $V$, so the far edge still works at 42 percent of the front-edge density. To find the share of the front half, divide $I(x)$ by $I(0)$ and multiply top and bottom by $e^u$:

$$\frac{I(x)}{I(0)}=\frac{\sinh[(L-x)/L_T]}{\sinh u}.$$

At $x=L/2$ this is $\sinh(u/2)/\sinh u=1/[2\cosh(u/2)]$, because $\sinh u=2\sinh(u/2)\cosh(u/2)$. The front half therefore carries $1-1/[2\cosh(u/2)]\approx0.62$ of the current.

**Two other cases**

For a short contact, expand in small $u$:

$$\coth u\approx\frac{1+u^2/2}{u\,(1+u^2/6)}\approx\frac1u+\frac u3 .$$

With $R_sL_T^2=\rho_c$ this becomes

$$R\approx\frac{\rho_c}{WL}+\frac{R_sL}{3W}.$$

The first term is the interface resistance with the whole area used evenly. The second is the leading correction from the layer. At $u=1$ the expansion gives $1.333\,R_\infty$, against $1.313\,R_\infty$ from the full formula.

The words "from one side" also matter. If equal currents enter from both edges, symmetry forbids any current across the middle. Each half is then a one-sided contact with a closed far end, and each half needs $1.52\,L_T$. The total length for the same 10 percent is $3.04\,L_T$.

**A contact in nanometres**

Take rough typical values for nickel silicide on heavily doped n-type silicon: $R_s=100\ \Omega/\text{sq}$, $\rho_c=10^{-7}\ \Omega\,\text{cm}^2$, a layer 100 nm thick and $W=10\ \mu\text{m}$. Then

$$L_T=\sqrt{\frac{10^{-7}\ \Omega\,\text{cm}^2}{100\ \Omega}}=3.16\times10^{-5}\ \text{cm}=316\ \text{nm},$$

$$L=1.522\times316.2\ \text{nm}\approx481\ \text{nm},$$

$$R_\infty=\frac{100\ \Omega\times0.3162\ \mu\text{m}}{10\ \mu\text{m}}=3.16\ \Omega,\qquad R=1.1\,R_\infty\approx3.48\ \Omega .$$

With such rough inputs, this means a contact about half a micrometre long. The further digits are kept only so that the small changes below can be compared.

**How far a real contact departs from this**

The first effect is that the silicide consumes silicon. If it takes 18 nm of the 100 nm, and the resistivity of the layer is uniform, the sheet resistance under the contact becomes $100\times100/82\approx122\ \Omega/\text{sq}$. With $\rho_c$ unchanged, $L_T$ drops to 286 nm and the 10 percent length to 436 nm. If current enters only through the bottom face of the silicide, a contact kept at 481 nm has 7.6 percent more resistance than the simple model gives. It nevertheless satisfies the 10 percent condition, because its own infinite-length value has risen too. In this one-dimensional picture the number 1.52 survives, provided that $L_T$ is computed from the sheet resistance under the contact. A sunken silicide, however, also has a side wall facing the incoming current. If that wall has the same $\rho_c$, its area of $18\ \text{nm}\times10\ \mu\text{m}=1.8\times10^{-9}\ \text{cm}^2$ gives about $56\ \Omega$ in parallel with the $3.74\ \Omega$ of the bottom face, or $3.51\ \Omega$ in all. The rise over $3.48\ \Omega$ is then only about 1 percent, so the wall cancels most of the 7.6 percent. The value $10^{-7}\ \Omega\,\text{cm}^2$ is also high beside advanced transistor contacts, which reach roughly $10^{-8}\ \Omega\,\text{cm}^2$ and below. At $10^{-8}$, with the same layer, $L_T$ would be 100 nm, equal to the layer thickness, and the thin-layer model could no longer be trusted.

Three other effects follow. Each is taken alone, with the remaining inputs as above:

- **Layer thickness.** A two-dimensional calculation, which lets the current spread through the 100 nm depth, raises the resistance of the 481 nm contact by about 2 percent. The 10 percent length, measured against the two-dimensional long-contact value, becomes 489 nm.
- **Metal resistance.** A metal cap of $0.5\ \Omega/\text{sq}$, with the current leaving at its far end, adds about 0.3 percent.
- **Temperature.** If $R_s$ rises by a rough 0.1 percent per kelvin and $\rho_c$ stays fixed, 100 K of heating shortens the 10 percent length to 459 nm, since $L_T\propto1/\sqrt{R_s}$. For the contact kept at 481 nm, $R_\infty$ grows by the factor $\sqrt{1.1}$ and $L/L_T$ rises to 1.597, so its resistance changes by the factor $\sqrt{1.1}\,\coth(1.597)/1.1\approx1.035$, an increase of about 3.5 percent. Holding $\rho_c$ fixed is the weak point: at this doping, thermally assisted tunnelling lowers $\rho_c$ on heating, by roughly 20 to 27 percent over 100 K in a WKB estimate for barriers of 0.55 to 0.65 eV. A fall by a quarter gives $L_T=261$ nm and $R\approx3.02\ \Omega$, about 13 percent below $3.48\ \Omega$, so the net change can be larger and of the opposite sign.

The ohmic assumption can be judged from the voltage across the interface. At 1 mA the front edge is at $1\ \text{mA}\times3.48\ \Omega=3.48$ mV, well below the thermal voltage of 25.9 mV at 300 K. For a doping $N=7\times10^{19}\ \text{cm}^{-3}$, a tunnelling mass $m$ of 0.26 electron masses and a relative permittivity of 11.7 (permittivity $\varepsilon$), the tunnelling energy

$$E_{00}=\frac{e\hbar}{2}\sqrt{\frac{N}{m\varepsilon}}$$

is 89 meV. The mass used here is a rough single value: in silicon it depends on the conduction valley and on the direction of the current, and 0.19 electron masses would give 104 meV. Both energies exceed $kT$, which points to conduction mainly by tunnelling through the barrier. The interface voltage is small on both scales, so a linear interface is a reasonable approximation at this current.

A contact narrower than the layer is a different matter: current can then flow around its sides, and the one-dimensional formula does not describe it. That effect is not sized here. The numerical output below lists the inputs of the example and the main results.

## Calculated quantities

```
GENERAL RESULT
L/L_T for 10 percent, formula: 1.5223
L/L_T for 10 percent, ladder: 1.5222
L/L_T for 1 percent: 2.6517
L/L_T for conductance within 10 percent: 1.4722
largest relative error of coth law vs ladder: 2.0e-07
R/R_inf at L/L_T = 1.0: 1.3130
R/R_inf at L/L_T = 1.5: 1.1048
R/R_inf at L/L_T = 2.0: 1.0373
R/R_inf at L/L_T = 3.0: 1.0050
far-edge over front-edge voltage: 0.4166
current share of front half: 0.6165
EXAMPLE INPUTS (rough typical values)
sheet resistance: 100 ohm/sq
specific contact resistivity: 1.0e-07 ohm cm2
layer thickness: 100 nm
contact width: 10 um
doping: 7.0e+19 cm^-3
mobility implied by these inputs: 89 cm2/Vs
EXAMPLE RESULTS
transfer length: 316.2 nm
length for 10 percent: 481.4 nm
infinite-length resistance: 3.162 ohm
resistance at that length: 3.479 ohm
NEGLECTED EFFECTS
2D: change of long-contact R: 1.55 %
2D: change of R at that length: 2.03 %
2D: length for 10 percent: 489.1 nm
silicon consumed: 18 nm
sheet resistance under silicide: 122.0 ohm/sq
transfer length under silicide: 286.4 nm
length for 10 percent under silicide: 435.9 nm
change of R at original length: 7.60 %
metal cap sheet resistance: 0.5 ohm/sq
change of R from metal cap: 0.29 %
temperature coefficient of sheet: 0.1 %/K
temperature rise: 100 K
length for 10 percent when hot: 459.0 nm
test current: 1 mA
front-edge voltage at test current: 3.48 mV
kT at 300 K: 25.9 meV
tunnelling mass: 0.26 electron masses
relative permittivity: 11.7
tunnelling energy E00: 89 meV
```
